# Sign of the Conductance Step at Vibration Onset in a Junction

## Problem

A spin-degenerate level of energy $\varepsilon$ joins two metal leads. Each lead gives it a width $\Gamma/2$ that does not depend on energy (wide bands), so the total width is $\Gamma$. Energies are measured from the middle of the bias window, and the chemical potentials are $+eV/2$ on the left and $-eV/2$ on the right, with $e>0$ and $V>0$. The electrons are at zero temperature.

The level occupation couples to a vibration of quantum $\Omega$ through $M\,d^\dagger d\,(b+b^\dagger)$ for each spin. An outside bath keeps the vibration in its ground state. Coulomb correlation is left out, and the current is wanted to order $M^2$. Without the vibration the transmission is

$$T(E)=\frac{\Gamma^2/4}{(E-\varepsilon)^2+\Gamma^2/4}.$$

Find the jump $\Delta G$ of $dI/dV$ at $eV=\Omega$. At what transmission does it change sign, first for $\Omega\ll\Gamma$ and then for any $\Omega$? What happens to the answer if the bath is removed, or if the couplings are unequal?

Below, $T_\pm=T(\pm\Omega/2)$ are the transmissions at the two edges of the bias window at threshold. The spectral function of the level is

$$a(E)=\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2/4}=\frac{4T(E)}{\Gamma},\qquad a_\pm=a(\pm\Omega/2).$$

## A tempting solution

An electron can emit a quantum only if an empty state lies $\Omega$ below it. At zero temperature this requires $eV>\Omega$. The electron then starts in a filled state fed by the left lead, near $+\Omega/2$, and ends in an empty state fed by the right lead, near $-\Omega/2$.

The density of states on the level is $a/2\pi$, and half of it belongs to each lead. The initial energies fill a strip of width $eV-\Omega$. The golden rule gives, per spin,

$$R=\frac{2\pi}{\hbar}M^2\,\frac{a_+}{4\pi}\,\frac{a_-}{4\pi}\,(eV-\Omega)=\frac{M^2a_+a_-}{4h}(eV-\Omega).$$

Each emission seems to carry one more electron from left to right. Multiplying by $e$, differentiating with respect to $V$, counting two spins and using $a=4T/\Gamma$ gives

$$\Delta G\overset{?}{=}\frac{2e^2}{h}\,\frac{4M^2}{\Gamma^2}\,T_+T_-.$$

This is positive at every transmission: a new channel opens and the conductance rises.

## The fault

The emission rate is right. The charge assigned to each emission is wrong, because the electron that emits was already part of the elastic current.

Take the initial state, an electron arriving from the left at $+\Omega/2$. Without emission it would leave to the right with probability $T_+$. Emission removes this contribution. The final state is the one that arrives from the right at $-\Omega/2$. It leaves to the right, by reflection, with probability $1-T_-$. The number of electrons leaving to the right therefore changes by

$$(1-T_-)-T_+=1-T_+-T_-,$$

and not by $1$.

For perfect transmission the change is $-1$. The outgoing state on the right at the lower energy is then already filled by electrons transmitted from the left. The Pauli principle leaves the emitting electron only the way back. For small transmission the change is nearly $+1$, and there the tempting answer is good.

This count ignores interference between waves arriving from the two leads, so it needs confirmation by a calculation that includes it.

## Right solution

**Current.** Let $G^r$, $G^a$ and $G^<$ be the retarded, advanced and lesser functions of the level for one spin. The current from lead $\alpha$ into the level is

$$I_\alpha=\frac{ie}{h}\int dE\,\frac{\Gamma}{2}\left[G^<+f_\alpha(G^r-G^a)\right],$$

where $f_\alpha$ is the Fermi function of the lead. In a steady state $I_L=-I_R$, so $I=(I_L-I_R)/2$. The lesser function cancels, and $G^r-G^a=2i\,\mathrm{Im}\,G^r$ leaves

$$I=-\frac{e}{h}\frac{\Gamma}{2}\int dE\,(f_L-f_R)\,\mathrm{Im}\,G^r(E).$$

Without the vibration $G^r=g=1/(E-\varepsilon+i\Gamma/2)$ and $-2\,\mathrm{Im}\,g=a$. The integrand is then $\Gamma a/4=T$, as it should be. To order $M^2$, $G^r=g+g^2\Sigma$, where $\Sigma$ is the retarded self-energy.

**Self-energy.** With equal couplings the level is filled according to $F=(f_L+f_R)/2$, so $g^<=iaF$ and $g^>=-ia(1-F)$. A vibration in its ground state contributes $e^{-i\Omega t/\hbar}$ to the greater and $e^{+i\Omega t/\hbar}$ to the lesser self-energy. In energy these factors are shifts:

$$\Sigma^>(E)=M^2g^>(E-\Omega),\qquad \Sigma^<(E)=M^2g^<(E+\Omega).$$

Since $\Sigma^>-\Sigma^<=2i\,\mathrm{Im}\,\Sigma$,

$$\mathrm{Im}\,\Sigma(E)=-\frac{M^2}{2}\Big[a(E-\Omega)\{1-F(E-\Omega)\}+a(E+\Omega)F(E+\Omega)\Big].$$

The real part follows from the dispersion relation, because $\Sigma$ is retarded:

$$\mathrm{Re}\,\Sigma(E)=\frac1\pi\,\mathrm{P}\!\!\int\frac{\mathrm{Im}\,\Sigma(E')}{E'-E}\,dE'.$$

There is also the static Hartree shift $-(4M^2/\Omega)n$, with $n$ the occupation per spin. Now $n=\int aF\,dE/2\pi$ is a sum of arctangents of $(\pm eV/2-\varepsilon)/(\Gamma/2)$, which is smooth at $eV=\Omega$. This shift gives no jump, and its zero-bias value is included in $\varepsilon$.

**Absorptive part.** Inside the window $|E|<eV/2$ we have $f_L-f_R=1$. The filling is $F=1$ below the window, $1/2$ inside it and $0$ above it.

- The first term of $\mathrm{Im}\,\Sigma$ needs $E-\Omega>-eV/2$. This leaves the strip $\Omega-eV/2<E<eV/2$, where $1-F(E-\Omega)=1/2$.
- The second term needs $E+\Omega<eV/2$. This leaves the strip $-eV/2<E<eV/2-\Omega$, where $F(E+\Omega)=1/2$.

Both strips open at $eV=\Omega$ and have width $eV-\Omega$. Just above threshold they lie at $E=+\Omega/2$ and $E=-\Omega/2$. The part $\mathrm{Re}\,g^2\,\mathrm{Im}\,\Sigma$ of $\mathrm{Im}(g^2\Sigma)$ then gives, per spin,

$$\delta I=\frac{e}{h}\,\frac{\Gamma M^2}{8}\Big[a_-\mathrm{Re}\,g^2(\tfrac{\Omega}{2})+a_+\mathrm{Re}\,g^2(-\tfrac{\Omega}{2})\Big](eV-\Omega).$$

With $x=E-\varepsilon$,

$$\mathrm{Re}\,g^2=\frac{x^2-\Gamma^2/4}{(x^2+\Gamma^2/4)^2}=\frac{a}{\Gamma}(1-2T).$$

The bracket becomes $(a_+a_-/\Gamma)(2-2T_+-2T_-)$. Using $a_+a_-=16T_+T_-/\Gamma^2$, differentiating and counting both spins, we find

$$\boxed{\Delta G=\frac{2e^2}{h}\,\frac{4M^2}{\Gamma^2}\,T_+T_-\,(1-T_+-T_-)}$$

This is the emission rate times the corrected charge. The lost terms can also be seen in the Green's function. From $1/G^r=1/g-\Sigma$,

$$-\frac{\Gamma}{2}\mathrm{Im}\,G^r=\frac{\Gamma^2}{4}|G^r|^2-\frac{\Gamma}{2}|G^r|^2\,\mathrm{Im}\,\Sigma.$$

In the last term $|g|^2=a/\Gamma$, and each strip contributes $M^2a_+a_-/8$ to the jump. Together they give $M^2a_+a_-/4$, the tempting answer. The first term is the elastic transmission of the damped level. Its change contains $2|g|^2\mathrm{Re}(g\Sigma)$, whose absorptive part is $|g|^2a\,\mathrm{Im}\,\Sigma$. The two strips contribute $-(M^2a_+a_-/4)(T_++T_-)$, which the tempting solution omitted.

**Sign change.** If $\Omega\ll\Gamma$, then $T_+=T_-=T$ and $\Delta G\propto T^2(1-2T)$. The step is upward for $T<1/2$, downward for $T>1/2$ and zero at $T=1/2$.

For finite $\Omega$ put $c=\Gamma^2/4$ and $x_\pm=\pm\Omega/2-\varepsilon$. Then

$$1-\frac{c}{x_+^2+c}-\frac{c}{x_-^2+c}=\frac{x_+^2x_-^2-c^2}{(x_+^2+c)(x_-^2+c)}.$$

With $p=x_+x_-=\varepsilon^2-\Omega^2/4$, the zeros are at $p=\pm c$. The root $p=c$ gives

$$\varepsilon^2=\frac{\Gamma^2+\Omega^2}{4},\qquad T(0)=\frac{1}{2+\Omega^2/\Gamma^2}.$$

The mean of the two edge transmissions is then one half, while the transmission at the middle of the window is less, though only slightly so for $\Omega\ll\Gamma$. The other root, $\varepsilon^2=(\Omega^2-\Gamma^2)/4$, gives a second pair of sign changes when $\Omega>\Gamma$, at $T(0)=\Gamma^2/\Omega^2$. A level at $\varepsilon=0$ then has an upward step although $T(0)=1$. For $\Omega=2\Gamma$, for example, $T_\pm=0.2$ and the step is $4(0.2)^2(0.6)=0.096$ in units of $(M/\Gamma)^2\,2e^2/h$. The rule of one half therefore belongs to broad resonances.

## The dispersive part

The real part of $\Sigma$ must not spoil the jump. A sudden onset of $\mathrm{Im}\,\Sigma$ produces a logarithm in $\mathrm{Re}\,\Sigma$. The upper strip starts at $E_1=\Omega-eV/2$ with height $-M^2a_-/4$, and the lower one ends at $E_2=eV/2-\Omega$ with height $-M^2a_+/4$. The dispersion relation gives the singular terms

$$\mathrm{Re}\,\Sigma\to\frac{M^2}{4\pi}\Big[a_-\ln|E-E_1|-a_+\ln|E-E_2|\Big].$$

They enter the current multiplied by $\mathrm{Im}\,g^2=-xa^2/\Gamma$. In the first integral use $u=E-E_1$, which runs from $-\Omega$ to $eV-\Omega$. Its derivative with respect to $eV$ contains the integrand at the upper limit, hence $\ln|eV-\Omega|$. In the second, $u=E-E_2$ runs from $\Omega-eV$ to $\Omega$, and the moving lower limit gives the same logarithm. Per spin, in units of $e^2/h$, its coefficient is

$$-\frac{\Gamma M^2}{8\pi}\Big[a_-\mathrm{Im}\,g^2(\tfrac\Omega2)-a_+\mathrm{Im}\,g^2(-\tfrac\Omega2)\Big]=\frac{M^2a_+a_-}{8\pi}(a_+x_+-a_-x_-).$$

Because $1/a_\pm=(x_\pm^2+c)/\Gamma$ and $x_+-x_-=\Omega$,

$$a_+x_+-a_-x_-=\frac{a_+a_-}{\Gamma}\Big[x_+(x_-^2+c)-x_-(x_+^2+c)\Big]=\frac{a_+a_-}{\Gamma}\,\Omega\,(c-p).$$

So $dI/dV$ contains $L\ln(|eV-\Omega|/\Omega)$ with

$$L=\frac{2e^2}{h}\,\frac{32M^2\Omega}{\pi\Gamma^5}\,(T_+T_-)^2\left(\frac{\Gamma^2}{4}-p\right).$$

The logarithm has equal values on the two sides of threshold, so the jump is well defined as the difference between $eV=\Omega+\delta$ and $eV=\Omega-\delta$ for $\delta\to0$. For $\Omega\ll\Gamma$ the coefficient $L$ is smaller than the step by a factor of order $\Omega/\Gamma$ or less. It vanishes at $p=c$, together with the step, but not at the second sign change $p=-c$, which exists for $\Omega>\Gamma$.

## Numbers

Take $\Gamma=1$ eV, $\Omega=50$ meV and $M=50$ meV, with $G_0=2e^2/h=77.48\ \mu$S. Then $4M^2/\Gamma^2=0.010$. On resonance the estimate for $\Omega\ll\Gamma$ is $0.010\times1\times(1-2)=-0.010\,G_0$. The full formula gives $-0.0099\,G_0$, or $-0.77\ \mu$S.

| $T(0)$ | $\Delta G$ ($10^{-3}G_0$) | $L$ ($10^{-3}G_0$) |
|---|---|---|
| 1.00 | −9.90 | 0.316 |
| 0.75 | −2.81 | 0.067 |
| 0.50 | −0.003 | 0.000 |
| 0.25 | +0.312 | −0.0025 |

The largest upward step is much smaller than the largest downward one. The function $T^2(1-2T)$ has its positive maximum at $T=1/3$, where it is $1/27$, while at $T=1$ it is $-1$. The small negative value at $T(0)=0.50$ reflects the shifted zero, which lies at $T(0)=0.4994$. For $\Omega/\Gamma=0.5$ the zero moves to $0.444$.

The jump was also tested on currents built directly from the lesser functions, by finite differences at threshold. This was done for $\Gamma=1$ eV, $\Omega=0.05$, $0.5$ and $2$ eV, and levels between $0$ and $1.4$ eV. The largest deviation was $1.3\times10^{-4}$ of $4T_+T_-(M/\Gamma)^2$.

**Heat.** Emission does not stop where the step vanishes. At the sign change $a_\pm\approx2$ eV$^{-1}$, so $M^2a_+a_-/4\approx0.0025$. At 60 mV the strip is 10 meV wide, and the rate for both spins is

$$\frac{G_0}{e}\times0.0025\times0.010\ \mathrm{V}\approx1.2\times10^{10}\ \mathrm{s^{-1}}.$$

With 50 meV per quantum, about 97 pW enters the vibration. The total Joule heat is $2.32\ \mu\mathrm{A}\times60\ \mathrm{mV}=139$ nW. A missing conductance step is thus no sign of missing dissipation.

## Removing the bath

With $N$ quanta present, $\Sigma$ gains $NM^2[g(E-\Omega)+g(E+\Omega)]$: absorption and stimulated emission together no longer depend on the filling. For $\Omega\ll\Gamma$ this is $2NM^2g$, and the extra current per spin is

$$\delta I_N=-\frac eh\,\Gamma NM^2\,eV\,\mathrm{Im}\,g^3=\frac eh\,eV\,N\,\frac{8M^2T^2}{\Gamma^2}(3-4T).$$

Here $\mathrm{Im}\,g^3=-(\Gamma/2)(3x^2-c)/(x^2+c)^3$, $(3x^2-c)/(x^2+c)=3-4T$ and $1/(x^2+c)=4T/\Gamma^2$ were used.

If the electrons alone damp the vibration, $N$ follows from a balance of rates. Spontaneous emission by both spins creates $2M^2a^2(eV-\Omega)/4h$ quanta per unit time. Absorption minus stimulated emission removes each quantum at the rate

$$\frac{2M^2a^2}{h}\int[F(E)-F(E+\Omega)]\,dE=\frac{2M^2a^2\Omega}{h}.$$

Hence $N=(eV-\Omega)/4\Omega$ above threshold. Although $N$ starts from zero, its slope jumps. This adds $(2M^2T^2/\Gamma^2)(3-4T)$ to the conductance jump per spin, and the total is

$$\Delta G=\frac{2e^2}{h}\,\frac{2M^2T^2}{\Gamma^2}\,(5-8T).$$

The sign change moves to $T=5/8$. For the example with its finite $\Omega$ it is at $0.623$. To keep the value one half, the bath must damp the vibration much faster than the electrons do, whose rate is $2.4\times10^{11}\ \mathrm{s^{-1}}$ at $T\approx1/2$ in the example and about four times larger on resonance. Equilibration is thus an essential condition, even though $N$ would reach only $0.05$ at 60 mV without the bath.

## Unequal couplings

For $\Gamma_L\neq\Gamma_R$ the combination $I=(\Gamma_RI_L-\Gamma_LI_R)/\Gamma$ removes $G^<$. The two strips now carry the weights $1-F=\Gamma_R/\Gamma$ and $F=\Gamma_L/\Gamma$. For $\Omega\ll\Gamma$ these add to one, and the jump is again proportional to $\mathrm{Re}\,g^2$. It vanishes at $x^2=\Gamma^2/4$, where the transmission $\Gamma_L\Gamma_R/(x^2+\Gamma^2/4)$ is

$$T=\frac{2\Gamma_L\Gamma_R}{\Gamma^2},$$

half of its largest possible value. The simple count of outgoing electrons would still give one half, so for unequal couplings the interference it ignores does matter. For a 60:40 division the limit is $0.480$. In the example, with the stronger coupling on the side of higher chemical potential, the zero is at $0.484$ for a level above the middle of the window and at $0.475$ for a level below it.

## Beside a real junction

The values of $\Gamma$, $\Omega$ and $M$ in the example are round choices, not fitted to any junction. A real junction can break several of the assumptions:

- **Bath and coupling.** Weak outside damping can move the sign change from $0.50$ towards $0.62$, and a 60:40 coupling moves it to about $0.48$. Strong damping has a price, because it broadens the vibration and smears the step. If the bath damps ten times faster than the electrons, $N$ is reduced by a factor of 11 and the sign change for $\Omega\ll\Gamma$ is at $0.52$, but the vibration is then about 1.9 meV wide there.
- **Temperature.** For $\Omega\ll\Gamma$ the step is smeared over the width of the convolution of two Fermi-function slopes, $5.44\,kT$. This is 2.3 meV at 5 K, well below $\Omega$.
- **Level shifts.** At the sign change with the level above the middle of the window the Hartree shift is $-50$ meV (for the level below it, $-150$ meV) and is already contained in $\varepsilon$. The remaining Fock shift of $-2.1$ meV ($+2.1$ meV for the level below) changes $T$ by about $0.002$, since $|dT/d\varepsilon|=1/\Gamma$ at $T=1/2$.
- **Charging.** In self-consistent mean field, a repulsion of 1 eV shifts the level by less than 0.2 meV between zero bias and threshold. Correlation beyond mean field is not estimated.
- **Higher orders.** The prefactor $4M^2/\Gamma^2$ of the step is $0.01$, but higher orders can also contain the larger ratio $4M^2/(\Gamma\Omega)=0.2$, which already appears in the Hartree shift. The terms of order $M^4$ in the current were not derived in full. One of their effects is that the electrons soften the vibration. If $\Omega$ is the bare quantum, a static estimate lowers it, and the threshold with it, by about 3 meV on resonance and 1.6 meV at the sign change. At fixed $\Omega$, a self-consistent Born estimate indicates the size of other such terms for $M=50$ meV: the step on resonance changes by about 2%, from $-9.9$ to $-9.7\times10^{-3}G_0$, the sign change with the bath moves by less than $0.001$ in the zero-bias transmission, and the sign change without the bath moves from $0.623$ to about $0.63$ when the Hartree shift follows the bias. The last digits quoted above are therefore those of the order-$M^2$ result only.
- **Several channels.** The total conductance then does not fix the transmission of the channel that couples to the vibration, and a sign change at $G_0/2$ cannot be inferred from this model.

## Computed values

```
Gamma = 1.00 eV, Omega = 50 meV, M = 50 meV, temperature = 5 K
conductance quantum G0 = 77.481 uS
cluster test, largest relative error = 2.2e-06
jump test, largest scaled error = 1.3e-04
log test, largest scaled error = 1.6e-08
T(0) | level (eV) | step formula | step from current | log coeff.  (last three in 1e-3 G0)
1.00 | 0.0000 | -9.9006 | -9.9006 | 0.3159
0.75 | 0.2887 | -2.8072 | -2.8072 | 0.0671
0.50 | 0.5000 | -0.0031 | -0.0031 | 0.0000
0.25 | 0.8660 | 0.3123 | 0.3123 | -0.0025
step on resonance = -0.767 uS
sign change, Omega/Gamma = 0.05: level = 0.5006 eV, T(0) = 0.4994
sign change, Omega/Gamma = 0.50: level = 0.5590 eV, T(0) = 0.4444
Omega = 2 Gamma on resonance: step/(M/Gamma)^2 = 0.0960 G0
at the sign change, bias 60 mV:
  elastic current = 2.323 uA
  emission rate = 1.206e+10 1/s
  heat into vibration = 96.6 pW
  total Joule heat = 139.4 nW
thermal full width = 5.439 kT = 2.34 meV
electron-hole damping rate = 2.428e+11 1/s
vibration level width = 0.160 meV
quanta at 60 mV without outside bath = 0.0497
sign change without outside bath: T(0) = 0.6230
left share 0.6: maximum T = 0.960, sign change at T(0) = 0.4842
static Hartree shift absorbed in level = -49.96 meV
Fock level shift at zero bias = -2.067 meV
occupation per spin = 0.2498, change at threshold bias = 1.99e-04
mean-field shift for 1 eV repulsion = 0.199 meV
coupling expansion parameter 4(M/Gamma)^2 = 0.0100
```
